# Saturation and mass-transfer limits of a solid trimethylindium source: a numerical check

```python
"""
Delivery of dilute vapour from a solid trimethylindium source.
Result under test: with surface concentration c_s and fixed mass-transfer
conductance G, the delivered rate F at actual carrier volume flow Q is
    well-mixed gas:  F = c_s Q G / (Q + G)
    plug flow:       F = c_s Q (1 - exp(-G/Q))
Both tend to Q c_s at small Q and to the ceiling G c_s at large Q.
Units: Q and G in cm3/min, c_s in umol/cm3 (= mol/m3), F in umol/min.
The independent road is a chain of gas cells solved as a linear system.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def mixed(flow, conductance):
    """Delivery divided by c_s for well-mixed gas."""
    return flow * conductance / (flow + conductance)


def plug(flow, conductance):
    """Delivery divided by c_s for plug flow."""
    return -flow * np.expm1(-conductance / flow)


def cell_chain(flow, cell_conductances, exchange):
    """Delivery / c_s from steady balances of cells with back-mixing."""
    g = np.asarray(cell_conductances, dtype=float)
    neighbours = np.full(g.size, 2.0)
    neighbours[[0, -1]] = 1.0
    bands = np.zeros((3, g.size))
    bands[0, 1:] = -exchange
    bands[1] = flow + g + exchange * neighbours
    bands[2, :-1] = -(flow + exchange)
    concentration = solve_banded((1, 1), bands, g)
    return flow * concentration[-1]


def chain_plug(flow, conductance, n=4000):
    return cell_chain(flow, np.full(n, conductance / n), 0.0)


def chain_mixed(flow, conductance, n=400):
    strong = 1e4 * n * (flow + conductance)
    return cell_chain(flow, np.full(n, conductance / n), strong)


# Inputs of the example
T = const.zero_Celsius + 20.0       # K
P_torr = 300.0                      # source pressure
p_s_torr = 1.7                      # rough vapour pressure
G = 500.0                           # cm3/min, chosen
gas_volume = 200.0                  # cm3, chosen
latent = 58e3                       # J/mol, rough
thermal_conductance = 0.1           # W/K, assumed
c_s = p_s_torr * const.torr / (const.R * T)
c_total = P_torr * const.torr / (const.R * T)
x_s = p_s_torr / P_torr
actual_per_sccm = (const.atm / (P_torr * const.torr)) * T / const.zero_Celsius
knee_sccm = G / actual_per_sccm

# Both curves, their ordering, and an uneven bed
rng = np.random.default_rng(4)
uneven = rng.random(4000) ** 3
uneven *= G / uneven.sum()
for ratio in (0.05, 0.3, 1.0, 3.0, 20.0):
    Q = ratio * G
    f_plug, f_mixed = chain_plug(Q, G), chain_mixed(Q, G)
    # tolerances cover finite cell number and finite back-mixing
    assert abs(f_plug / plug(Q, G) - 1) < 3e-4
    assert abs(f_mixed / mixed(Q, G) - 1) < 1e-3
    assert abs(cell_chain(Q, uneven, 0.0) / plug(Q, G) - 1) < 1e-3
    partial = cell_chain(Q, np.full(400, G / 400), 400 * 0.5 * G)
    assert f_mixed < partial < f_plug * (1 + 1e-6)
    assert f_plug < min(Q, G) * (1 + 1e-9)

# Limits and leading corrections, measured on the cell chain
low, high = 0.01 * G, 100 * G
assert abs(chain_plug(low, G) / low - 1) < 1e-6
assert abs((1 - chain_mixed(low, G) / low) * G / low - 1) < 0.02
assert abs((1 - chain_mixed(high, G) / G) * high / G - 1) < 0.02
assert abs((1 - chain_plug(high, G) / G) * high / G - 0.5) < 0.01

# Time-dependent balance of the mixed cell and its settling time
for Q in (0.2 * G, 4 * G):
    tau = gas_volume / (Q + G)
    run = solve_ivp(lambda t, c: (G * (1 - c) - Q * c) / gas_volume,
                    (0, 25 * tau), [0.0], t_eval=[tau, 25 * tau],
                    rtol=1e-9, atol=1e-12)
    assert abs(Q * run.y[0, 1] / mixed(Q, G) - 1) < 1e-6
    assert abs(run.y[0, 0] / run.y[0, 1] - (1 - np.exp(-1))) < 1e-6

# Sensitivity of delivery to the conductance
step = 1e-2
for Q in (0.2 * G, G, 5 * G):
    N = G / Q
    for chain, expected in ((chain_mixed, Q / (Q + G)),
                            (chain_plug, N / np.expm1(N))):
        up, down = chain(Q, G * np.exp(step)), chain(Q, G * np.exp(-step))
        assert abs(np.log(up / down) / (2 * step) - expected) < 2e-3

# A conductance that grows with flow removes the ceiling
exponent = 1 / 3


def growing_G(flow):
    return G * (flow / G) ** exponent


for chain in (chain_plug, chain_mixed):
    far = 1e6 * G
    rise = chain(2 * far, growing_G(2 * far)) / chain(far, growing_G(far))
    assert abs(np.log2(rise) - exponent) < 2e-3

# Flows for 95 % saturation and for 95 % of the ceiling
sat_mixed, sat_plug = G / 19, G / np.log(20)
top_mixed = 19 * G
top_plug = brentq(lambda q: plug(q, G) / G - 0.95, G, 100 * G)
assert abs(chain_mixed(sat_mixed, G) / sat_mixed - 0.95) < 1e-3
assert abs(chain_plug(sat_plug, G) / sat_plug - 0.95) < 1e-3
assert abs(chain_mixed(top_mixed, G) / G - 0.95) < 1e-3
assert abs(chain_plug(top_plug, G) / G - 0.95) < 1e-3


# Finite vapour fraction: film theory with drift, well-mixed gas
def film_delivery(flow):
    def imbalance(x):
        leaving = flow * x / (1 - x)
        return leaving - G * np.log((1 - x) / (1 - x_s))
    x = brentq(imbalance, 0.0, x_s, xtol=1e-15)
    # integrate the diffusion-plus-drift equation across the film
    film = quad(lambda y: 1 / (1 - y), x, x_s)[0]
    assert abs(G * film / (flow * x / (1 - x)) - 1) < 1e-6
    return c_total * flow * x / (1 - x)


def film_change(sccm):
    Q = sccm * actual_per_sccm
    return film_delivery(Q) / (c_s * mixed(Q, G)) - 1


assert 0 < film_change(2000) < film_change(5) < 1.1 * x_s

# Sublimation cooling at the highest flow, well-mixed gas
Q_max = 2000 * actual_per_sccm
F_max = c_s * mixed(Q_max, G)


def cooled_rate(temp):
    return F_max * np.exp(-latent / const.R * (1 / temp - 1 / T))


def heat_imbalance(temp):
    power = latent * cooled_rate(temp) * 1e-6 / 60
    return thermal_conductance * (T - temp) - power


T_cold = brentq(heat_imbalance, T - 20, T)
cooling_change = cooled_rate(T_cold) / F_max - 1
first_order = (latent / (const.R * T**2)) * (
    latent * F_max * 1e-6 / 60 / thermal_conductance)
assert abs(1 / (1 + first_order) - 1 - cooling_change) < 2e-3

growth_change = mixed(Q_max, growing_G(Q_max)) / mixed(Q_max, G) - 1
assert growth_change > max(abs(cooling_change), film_change(5))

print(f"source temperature: {T:.2f} K")
print(f"source pressure: {P_torr:.0f} Torr")
print(f"vapour pressure (rough): {p_s_torr:.1f} Torr")
print(f"saturated mole fraction: {100 * x_s:.3f} %")
print(f"surface concentration c_s: {c_s:.5f} umol/cm3")
print(f"conductance G (chosen): {G:.0f} cm3/min")
print(f"actual flow per sccm: {actual_per_sccm:.4f} cm3/min")
print(f"carrier flow at which Q = G: {knee_sccm:.1f} sccm")
print(f"initial slope: {c_s * actual_per_sccm:.4f} umol/min per sccm")
print(f"ceiling G c_s: {G * c_s:.2f} umol/min")
print(f"ceiling G c_s: {G * c_s * 1e-6 / 60:.3e} mol/s")
print("sccm | Q cm3/min | linear, mixed, plug umol/min")
for sccm in (5, 10, 50, 100, 200, 500, 1000, 2000):
    Q = sccm * actual_per_sccm
    print(f"{sccm:5d} | {Q:8.2f} | {c_s * Q:7.2f} "
          f"{c_s * mixed(Q, G):7.2f} {c_s * plug(Q, G):7.2f}")
for name, curve in (("mixed", mixed), ("plug", plug)):
    for sccm in (5, 1000):
        Q = sccm * actual_per_sccm
        print(f"{name}, factor on doubling from {sccm} sccm: "
              f"{curve(2 * Q, G) / curve(Q, G):.3f}")
    for sccm in (5, 2000):
        Q = sccm * actual_per_sccm
        loss = 1 - curve(Q, 0.8 * G) / curve(Q, G)
        print(f"{name}, delivery lost at {sccm} sccm if G falls 20 %: "
              f"{100 * loss:.2f} %")
print(f"95 % saturation, mixed: up to {sat_mixed/actual_per_sccm:.1f} sccm")
print(f"95 % saturation, plug: up to {sat_plug/actual_per_sccm:.1f} sccm")
print(f"95 % of ceiling, mixed: from {top_mixed/actual_per_sccm:.0f} sccm")
print(f"95 % of ceiling, plug: from {top_plug/actual_per_sccm:.0f} sccm")
tau_5 = 60 * gas_volume / (5 * actual_per_sccm + G)
print(f"gas volume (chosen): {gas_volume:.0f} cm3")
print(f"settling time at 5 sccm, mixed: {tau_5:.1f} s")
print("neglected effects, as changes of the mixed delivery:")
print(f"finite vapour fraction, 5 sccm: {100 * film_change(5):+.2f} %")
print(f"finite vapour fraction, 2000 sccm: {100*film_change(2000):+.2f} %")
print(f"latent heat (rough): {latent / 1e3:.0f} kJ/mol")
print(f"thermal conductance (assumed): {thermal_conductance:.1f} W/K")
print(f"cooling of solid at 2000 sccm: {T - T_cold:.3f} K")
print(f"effect of cooling at 2000 sccm: {100 * cooling_change:+.2f} %")
print(f"G growing as Q^(1/3), G at 2000 sccm: {growing_G(Q_max):.0f} cm3/min")
print(f"effect of growing G at 2000 sccm: {100 * growth_change:+.1f} %")
print("done: every assertion held")
```

It prints:

```
source temperature: 293.15 K
source pressure: 300 Torr
vapour pressure (rough): 1.7 Torr
saturated mole fraction: 0.567 %
surface concentration c_s: 0.09299 umol/cm3
conductance G (chosen): 500 cm3/min
actual flow per sccm: 2.7188 cm3/min
carrier flow at which Q = G: 183.9 sccm
initial slope: 0.2528 umol/min per sccm
ceiling G c_s: 46.49 umol/min
ceiling G c_s: 7.749e-07 mol/s
sccm | Q cm3/min | linear, mixed, plug umol/min
    5 |    13.59 |    1.26    1.23    1.26
   10 |    27.19 |    2.53    2.40    2.53
   50 |   135.94 |   12.64    9.94   12.32
  100 |   271.88 |   25.28   16.38   21.26
  200 |   543.76 |   50.56   24.22   30.40
  500 |  1359.41 |  126.41   33.99   38.90
 1000 |  2718.82 |  252.82   39.27   42.47
 2000 |  5437.65 |  505.64   42.58   44.42
mixed, factor on doubling from 5 sccm: 1.948
mixed, factor on doubling from 1000 sccm: 1.084
mixed, delivery lost at 5 sccm if G falls 20 %: 0.66 %
mixed, delivery lost at 2000 sccm if G falls 20 %: 18.63 %
plug, factor on doubling from 5 sccm: 2.000
plug, factor on doubling from 1000 sccm: 1.046
plug, delivery lost at 5 sccm if G falls 20 %: 0.00 %
plug, delivery lost at 2000 sccm if G falls 20 %: 19.27 %
95 % saturation, mixed: up to 9.7 sccm
95 % saturation, plug: up to 61.4 sccm
95 % of ceiling, mixed: from 3494 sccm
95 % of ceiling, plug: from 1777 sccm
gas volume (chosen): 200 cm3
settling time at 5 sccm, mixed: 23.4 s
neglected effects, as changes of the mixed delivery:
finite vapour fraction, 5 sccm: +0.55 %
finite vapour fraction, 2000 sccm: +0.29 %
latent heat (rough): 58 kJ/mol
thermal conductance (assumed): 0.1 W/K
cooling of solid at 2000 sccm: 0.398 K
effect of cooling at 2000 sccm: -3.19 %
G growing as Q^(1/3), G at 2000 sccm: 1108 cm3/min
effect of growing G at 2000 sccm: +101.0 %
done: every assertion held
```
